# Brueckner Coupled-Cluster Orbitals by Macro-Iteration and by Simultaneous DIIS: a numerical check

```python
"""Brueckner coupled-cluster doubles (BD): two algorithms, one solution.

Result under test: orbitals and doubles t2 for which the singles and doubles
projections of exp(-T2) H exp(T2)|Phi> vanish are reached (a) by solving CCSD
and absorbing t1 in exp(t1 - t1^T) repeatedly, and (b) by updating rotations
and doubles together with DIIS.
Symbols: h[p,q] one-electron integrals; g[p,q,r,s] = <pq||rs>; nocc number of
occupied spin orbitals (listed first); t1[a,i], t2[a,b,i,j] amplitudes;
F Fock matrix. Energies in hartree. Norms run over all spin-orbital elements.
"""
import numpy as np
from scipy.linalg import expm, block_diag
from scipy.constants import physical_constants
from pyscf import gto, scf, cc, ao2mo


def ein(subscripts, *arrays):
    return np.einsum(subscripts, *arrays, optimize=True)


def transform(h, g, left, right):
    """Creation indices take 'left', annihilation indices take 'right'."""
    n = len(h)
    for matrix in (left.T, left.T, right, right):
        g = (g.reshape(n, -1).T @ matrix).reshape(n, n, n, n)
    return left @ h @ right, g


def fock_matrix(h, g, nocc):
    return h + np.einsum('pkqk->pq', g[:, :nocc, :, :nocc])


def reference_energy(h, g, nocc):
    return 0.5 * np.trace((h + fock_matrix(h, g, nocc))[:nocc, :nocc])


def residuals(h, g, t, nocc):
    """Energy, singles and doubles projections for doubles amplitudes t."""
    o, v = slice(0, nocc), slice(nocc, None)
    f = fock_matrix(h, g, nocc)
    goovv = g[o, o, v, v]
    energy = reference_energy(h, g, nocc) + 0.25 * ein('klcd,cdkl->', goovv, t)
    singles = (f[v, o] + ein('kc,acik->ai', f[o, v], t)
               + 0.5 * ein('akcd,cdik->ai', g[v, o, v, v], t)
               - 0.5 * ein('klic,ackl->ai', g[o, o, o, v], t))
    f_vir = f[v, v] - 0.5 * ein('klcd,bdkl->bc', goovv, t)
    f_occ = f[o, o] + 0.5 * ein('klcd,cdjl->kj', goovv, t)
    hole_hole = g[o, o, o, o] + 0.5 * ein('klcd,cdij->klij', goovv, t)
    ring = g[o, v, v, o] + 0.5 * ein('klcd,dblj->kbcj', goovv, t)
    doubles = (g[v, v, o, o] + 0.5 * ein('abcd,cdij->abij', g[v, v, v, v], t)
               + 0.5 * ein('klij,abkl->abij', hole_hole, t))
    x = ein('bc,acij->abij', f_vir, t)
    doubles = doubles + x - x.transpose(1, 0, 2, 3)
    x = ein('kj,abik->abij', f_occ, t)
    doubles = doubles - x + x.transpose(0, 1, 3, 2)
    x = ein('acik,kbcj->abij', t, ring)
    x = x - x.transpose(1, 0, 2, 3)
    return energy, singles, doubles + x - x.transpose(0, 1, 3, 2)


def excitation_matrix(t1):
    nvir, nocc = t1.shape
    tau = np.zeros((nocc + nvir, nocc + nvir))
    tau[nocc:, :nocc] = t1
    return tau


def rotation(t1):
    tau = excitation_matrix(t1)
    return expm(tau - tau.T)


def dress(h, g, t1):
    """Integrals of exp(-T1) H exp(T1)."""
    tau, one = excitation_matrix(t1), np.eye(len(h))
    return transform(h, g, one - tau, one + tau)


def semicanonical(f, nocc):
    e_occ, w_occ = np.linalg.eigh(f[:nocc, :nocc])
    e_vir, w_vir = np.linalg.eigh(f[nocc:, nocc:])
    return e_occ, w_occ, e_vir, w_vir


def turn(x1, x2, w_vir, w_occ):
    return (w_vir.T @ x1 @ w_occ,
            ein('abij,aA,bB,iI,jJ->ABIJ', x2, w_vir, w_vir, w_occ, w_occ))


def divide(r1, r2, e_occ, e_vir):
    d1 = e_occ[None, :] - e_vir[:, None]
    d2 = d1[:, None, :, None] + d1[None, :, None, :]
    return r1 / d1, r2 / d2


def pack(x1, x2):
    return np.concatenate([x1.ravel(), x2.ravel()])


def unpack(vector, shape1, shape2):
    cut = shape1[0] * shape1[1]
    return vector[:cut].reshape(shape1), vector[cut:].reshape(shape2)


class Diis:
    """Combination with unit coefficient sum and least error norm."""
    def __init__(self, size=8):
        self.size, self.vectors, self.errors = size, [], []

    def __call__(self, vector, error):
        self.vectors = (self.vectors + [vector])[-self.size:]
        self.errors = (self.errors + [error])[-self.size:]
        e = np.array(self.errors)
        overlap = e @ e.T
        scale = 1 / np.sqrt(np.diag(overlap))
        scaled = overlap * np.outer(scale, scale)
        c = scale * np.linalg.lstsq(scaled, scale, rcond=1e-13)[0]
        return (c / c.sum()) @ np.array(self.vectors)


def macro_iteration(h, g, nocc, tol, ratio):
    """CCSD, absorb t1, retransform, semicanonicalize, repeat.
    Inner loop ends when the step norm is below max(tol, ratio*|t1|)."""
    n = len(h)
    nvir = n - nocc
    orbitals, t2 = np.eye(n), np.zeros((nvir, nvir, nocc, nocc))
    log, energies = [], []
    for macro in range(30):
        hr, gr = transform(h, g, orbitals.T, orbitals)
        e_occ, w_occ, e_vir, w_vir = semicanonical(
            fock_matrix(hr, gr, nocc), nocc)
        w = block_diag(w_occ, w_vir)
        orbitals = orbitals @ w
        hr, gr = transform(hr, gr, w.T, w)
        t1, t2 = turn(np.zeros((nvir, nocc)), t2, w_vir, w_occ)
        diis = Diis()
        for micro in range(1, 81):
            energy, r1, r2 = residuals(*dress(hr, gr, t1), t2, nocc)
            s1, s2 = divide(r1, r2, e_occ, e_vir)
            error = pack(s1, s2)
            if np.linalg.norm(error) < max(tol, ratio * np.linalg.norm(t1)):
                break
            new = diis(pack(t1 + s1, t2 + s2), error)
            t1, t2 = unpack(new, t1.shape, t2.shape)
        else:
            raise AssertionError("inner CCSD loop did not converge")
        size = np.linalg.norm(t1)
        forecast = np.linalg.norm(ein('abij,bj->ai', t2, t1))
        log.append((micro, size, forecast))
        energies.append(energy)
        if size < tol:
            return energies, orbitals, log
        orbitals = orbitals @ rotation(t1)
    raise AssertionError("macro-iteration did not converge")


def simultaneous(h, g, nocc, tol, accelerate="both", limit=100):
    """Update the rotation generator x and the doubles t2 together."""
    nvir = len(h) - nocc
    x, t2 = np.zeros((nvir, nocc)), np.zeros((nvir, nvir, nocc, nocc))
    diis, log = Diis(), []
    for _ in range(limit):
        u = rotation(x)
        hr, gr = transform(h, g, u.T, u)
        energy, r1, r2 = residuals(hr, gr, t2, nocc)
        e_occ, w_occ, e_vir, w_vir = semicanonical(
            fock_matrix(hr, gr, nocc), nocc)
        s1, s2 = divide(*turn(r1, r2, w_vir, w_occ), e_occ, e_vir)
        s1, s2 = turn(s1, s2, w_vir.T, w_occ.T)
        log.append(np.linalg.norm(pack(s1, s2)))
        if log[-1] < tol:
            break
        x, t2 = x + s1, t2 + s2
        if accelerate == "both":
            x, t2 = unpack(diis(pack(x, t2), pack(s1, s2)), x.shape, t2.shape)
        elif accelerate == "doubles":
            t2 = diis(t2.ravel(), s2.ravel()).reshape(t2.shape)
    return energy, u, x, t2, log


# ---- Exact Fock-space operators for a small random model ----
modes = 8
lower, sign, one2 = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
annihilate = []
for p in range(modes):
    matrix = np.eye(1)
    for q in range(modes):
        factor = sign if q < p else (lower if q == p else one2)
        matrix = np.kron(matrix, factor)
    annihilate.append(matrix)
annihilate = np.array(annihilate)
pairs = [(p, q) for p in range(modes) for q in range(p + 1, modes)]
pair_lower = np.array([annihilate[q] @ annihilate[p] for p, q in pairs])


def one_body(m):
    right = np.tensordot(m, annihilate, (1, 0))
    return sum(c.T @ r for c, r in zip(annihilate, right))


def two_body(m):
    table = np.array([[m[p, q, r, s] for r, s in pairs] for p, q in pairs])
    right = np.tensordot(table, pair_lower, (1, 0))
    return sum(c.T @ r for c, r in zip(pair_lower, right))


rng = np.random.default_rng(7)
h_model = 0.05 * rng.normal(size=(modes, modes))
h_model = h_model + h_model.T + np.diag([-2, -1.8, 0, .3, .6, .9, 1.2, 1.5])
g_model = 0.03 * rng.normal(size=(modes,) * 4)
g_model = g_model - g_model.transpose(1, 0, 2, 3)
g_model = g_model - g_model.transpose(0, 1, 3, 2)
g_model = g_model + g_model.transpose(2, 3, 0, 1)
h_exact = one_body(h_model) + two_body(g_model)

# Residuals with t1 and t2 against explicit exponentials, four electrons
no = 4
t1 = 0.2 * rng.normal(size=(4, 4))
t2 = 0.1 * rng.normal(size=(4, 4, 4, 4))
t2 = t2 - t2.transpose(1, 0, 2, 3)
t2 = t2 - t2.transpose(0, 1, 3, 2)
t2_full = np.zeros((modes,) * 4)
t2_full[no:, no:, :no, :no] = t2
op1, op2 = one_body(excitation_matrix(t1)), two_body(t2_full)
phi = np.zeros(2 ** modes)
phi[0] = 1
for i in reversed(range(no)):
    phi = annihilate[i].T @ phi
single = np.array([[annihilate[a].T @ annihilate[i] @ phi
                    for i in range(no)] for a in range(no, modes)])
image = expm(-op1 - op2) @ (h_exact @ (expm(op1 + op2) @ phi))
energy, r1, r2 = residuals(*dress(h_model, g_model, t1), t2, no)
r2_exact = np.zeros_like(r2)
for a in range(4):
    for b in range(4):
        for i in range(4):
            for j in range(4):
                bra = (annihilate[no + a].T @ (annihilate[no + b].T @
                       (annihilate[j] @ (annihilate[i] @ phi))))
                r2_exact[a, b, i, j] = bra @ image
residual_error = max(abs(energy - phi @ image), abs(r1 - single @ image).max(),
                     abs(r2 - r2_exact).max())
assert residual_error < 1e-9

# Semicanonicalization: invariant energy, covariant residuals
_, w_occ, _, w_vir = semicanonical(fock_matrix(h_model, g_model, no), no)
w = block_diag(w_occ, w_vir)
e_a, a1, a2 = residuals(h_model, g_model, t2, no)
e_b, b1, b2 = residuals(*transform(h_model, g_model, w.T, w),
                        turn(t1, t2, w_vir, w_occ)[1], no)
a1, a2 = turn(a1, a2, w_vir, w_occ)
assert abs(e_a - e_b) < 1e-10
assert abs(a1 - b1).max() < 1e-10 and abs(a2 - b2).max() < 1e-10

# Thouless determinant versus exponential rotation
thouless = expm(op1) @ phi
thouless /= np.linalg.norm(thouless)
left, sv, right = np.linalg.svd(t1)
k_exact = one_body(excitation_matrix(left @ np.diag(np.arctan(sv)) @ right))
overlap_exact = thouless @ (expm(k_exact - k_exact.T) @ phi)
overlap_plain = thouless @ (expm(op1 - op1.T) @ phi)
assert abs(overlap_exact - 1) < 1e-10
assert abs(overlap_plain - np.prod(np.cos(sv - np.arctan(sv)))) < 1e-10

# Singles left after absorbing a small t1 in the rotation
small = 0.005 * t1
op_small = one_body(excitation_matrix(small))
state = expm(op_small.T - op_small) @ (expm(op_small + op2) @ phi)
left_over = single @ state / (phi @ state)
first_order = ein('abij,bj->ai', t2, small)
law_error = np.linalg.norm(left_over - first_order) / np.linalg.norm(first_order)
assert law_error < 1e-3

# Two electrons: BD is exact, and the exact state has no Brueckner singles
e_two, u_two, _, _, log_two = simultaneous(h_model, g_model, 2, 1e-9)
assert log_two[-1] < 1e-9
number = np.rint(np.diag(one_body(np.eye(modes)))).astype(int)
sector = np.flatnonzero(number == 2)
levels, vectors = np.linalg.eigh(h_exact[np.ix_(sector, sector)])
exact = np.zeros(2 ** modes)
exact[sector] = vectors[:, 0]
pair_function = np.array([[annihilate[q][0] @ (annihilate[p] @ exact)
                           for q in range(modes)] for p in range(modes)])
pair_function = u_two.T @ pair_function @ u_two
assert abs(e_two - levels[0]) < 1e-8
assert abs(pair_function[:2, 2:]).max() < 1e-7

# ---- BF3 ----
bond_angstrom, frozen, tol = 1.30, 4, 1e-7
bond = bond_angstrom * 1e-10 / physical_constants['Bohr radius'][0]
atoms = [['B', (0., 0., 0.)]]
for k in range(3):
    angle = 2 * np.pi * k / 3
    atoms.append(['F', (bond * np.cos(angle), bond * np.sin(angle), 0.)])
mol = gto.M(atom=atoms, unit='Bohr', basis='sto-3g', verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
core, active = mf.mo_coeff[:, :frozen], mf.mo_coeff[:, frozen:]
dm_core = 2 * core @ core.T
hcore, v_core = mf.get_hcore(), np.asarray(mf.get_veff(mol, dm_core))
e_core = mol.energy_nuc() + np.sum(dm_core * (hcore + 0.5 * v_core))
m = active.shape[1]
nocc = mol.nelectron - 2 * frozen
eri = ao2mo.restore(1, ao2mo.kernel(mol, active), m)
h = np.kron(active.T @ (hcore + v_core) @ active, one2)
g = np.einsum('prqs,xy,zw->pxqzrysw', eri, one2, one2).reshape((2 * m,) * 4)
g = g - g.transpose(0, 1, 3, 2)
assert abs(e_core + reference_energy(h, g, nocc) - mf.e_tot) < 1e-8

tight_e, tight_u, tight = macro_iteration(h, g, nocc, tol, 0.0)
loose_e, loose_u, loose = macro_iteration(h, g, nocc, tol, 0.3)
e_bd, u, x, t2_bd, both = simultaneous(h, g, nocc, tol)
only_doubles = simultaneous(h, g, nocc, tol, "doubles")[4]
plain = simultaneous(h, g, nocc, tol, "none")[4]
assert both[-1] < tol


def projector(orbitals):
    return orbitals[:, :nocc] @ orbitals[:, :nocc].T


energy_spread = max(abs(tight_e[-1] - e_bd), abs(loose_e[-1] - e_bd))
space_spread = max(np.linalg.norm(projector(tight_u) - projector(u)),
                   np.linalg.norm(projector(loose_u) - projector(u)))
assert energy_spread < 1e-6 and space_spread < 1e-5
tight_count = sum(row[0] for row in tight)
loose_count = sum(row[0] for row in loose)
assert len(both) < tight_count

# Separate CCSD program, first at Hartree-Fock, then at Brueckner orbitals
ccsd = cc.CCSD(mf, frozen=frozen)
ccsd.conv_tol, ccsd.conv_tol_normt = 1e-10, 1e-7
ccsd.kernel()
assert ccsd.converged
assert abs(mf.e_tot + ccsd.e_corr - e_core - tight_e[0]) < 1e-6
assert abs(np.sqrt(2) * np.linalg.norm(ccsd.t1) - tight[0][1]) < 1e-5
assert abs(u[::2, 1::2]).max() < 1e-8
spatial = active @ u[::2, ::2]
half = nocc // 2
dm = dm_core + 2 * spatial[:, :half] @ spatial[:, :half].T
f_spatial = spatial.T @ mf.get_fock(dm=dm) @ spatial
_, w_occ, _, w_vir = semicanonical(f_spatial, half)
brueckner = np.hstack([core, spatial @ block_diag(w_occ, w_vir)])
check = cc.CCSD(mf, frozen=frozen, mo_coeff=brueckner)
check.conv_tol, check.conv_tol_normt = 1e-10, 1e-7
check.kernel()
assert check.converged
h_b, g_b = transform(h, g, u.T, u)
e_det = e_core + reference_energy(h_b, g_b, nocc)
t1_check = np.sqrt(2) * np.linalg.norm(check.t1)
assert t1_check < 1e-5
assert abs(e_det + check.e_corr - e_core - e_bd) < 1e-6
assert e_det > mf.e_tot
f_ov = np.linalg.norm(fock_matrix(h_b, g_b, nocc)[:nocc, nocc:])
assert f_ov > 1e-4

print(f"model: largest residual error = {residual_error:.1e} hartree")
print(f"model: relative error of first-order singles law = {law_error:.1e}")
print(f"model: overlap, Thouless with exp(t1-t1^T) = {overlap_plain:.6f}")
print(f"model: two-electron BD energy = {e_two:.8f} hartree")
print(f"model: two-electron exact energy = {levels[0]:.8f} hartree")
print(f"BF3: B-F distance = {bond_angstrom:.2f} angstrom, basis STO-3G")
print(f"BF3: frozen core orbitals = {frozen}")
print(f"BF3: active spin orbitals, occupied/virtual = {nocc}/{2*m-nocc}")
print(f"convergence threshold on step norm = {tol:.0e}")
print(f"Hartree-Fock energy = {mf.e_tot:.6f} hartree")
print(f"CCSD energy = {e_core + tight_e[0]:.6f} hartree")
print(f"BD energy = {e_core + e_bd:.6f} hartree")
print(f"BD minus CCSD = {e_bd - tight_e[0]:.6f} hartree")
print(f"Brueckner determinant energy = {e_det:.6f} hartree")
print(f"determinant energy above HF = {e_det - mf.e_tot:.6f} hartree")
print(f"largest HF-to-Brueckner angle = {np.linalg.norm(x, 2):.5f} rad")
print(f"overlap of HF and Brueckner determinants = "
      f"{np.linalg.det(u[:nocc, :nocc]):.6f}")
print(f"norm of F_ov at Brueckner orbitals = {f_ov:.5f} hartree")
print(f"T1 norm from separate CCSD at these orbitals = {t1_check:.1e}")
print("tight macro: cycle, evaluations, |t1|, first-order next |t1|")
for k, (count, size, forecast) in enumerate(tight[:10], 1):
    print(f"  {k:2d} {count:3d}  {size:.3e}  {forecast:.3e}")
print("simultaneous DIIS: evaluation, step norm")
for k in sorted(set(range(0, len(both), 3)) | {len(both) - 1})[:14]:
    print(f"  {k + 1:2d}  {both[k]:.3e}")
print("scheme: residual evaluations, orbital rotations, last step or |t1|")
print(f"  macro, tight: {tight_count}, {len(tight)-1}, {tight[-1][1]:.1e}")
print(f"  macro, loose (ratio 0.3): {loose_count}, {len(loose)-1}, "
      f"{loose[-1][1]:.1e}")
for name, log in (("DIIS on both", both), ("DIIS on doubles", only_doubles),
                  ("no DIIS", plain)):
    print(f"  simultaneous, {name}: {len(log)}, {len(log)-1}, {log[-1]:.1e}")
print(f"largest BD energy difference of schemes = {energy_spread:.1e} hartree")
print(f"largest occupied-projector difference = {space_spread:.1e}")
print("no test failed")
```

Output:

```
model: largest residual error = 8.9e-16 hartree
model: relative error of first-order singles law = 1.3e-05
model: overlap, Thouless with exp(t1-t1^T) = 0.995963
model: two-electron BD energy = -3.84602154 hartree
model: two-electron exact energy = -3.84602154 hartree
BF3: B-F distance = 1.30 angstrom, basis STO-3G
BF3: frozen core orbitals = 4
BF3: active spin orbitals, occupied/virtual = 24/8
convergence threshold on step norm = 1e-07
Hartree-Fock energy = -318.661646 hartree
CCSD energy = -318.767717 hartree
BD energy = -318.766116 hartree
BD minus CCSD = 0.001602 hartree
Brueckner determinant energy = -318.654457 hartree
determinant energy above HF = 0.007189 hartree
largest HF-to-Brueckner angle = 0.05404 rad
overlap of HF and Brueckner determinants = 0.996461
norm of F_ov at Brueckner orbitals = 0.09442 hartree
T1 norm from separate CCSD at these orbitals = 1.2e-08
tight macro: cycle, evaluations, |t1|, first-order next |t1|
   1  12  9.251e-02  1.066e-02
   2  10  1.248e-02  1.768e-03
   3   9  2.095e-03  2.957e-04
   4   7  3.498e-04  4.942e-05
   5   6  5.846e-05  8.259e-06
   6   5  9.756e-06  1.379e-06
   7   3  1.555e-06  2.205e-07
   8   2  1.579e-07  2.186e-08
   9   1  0.000e+00  0.000e+00
simultaneous DIIS: evaluation, step norm
   1  3.908e-01
   4  6.965e-03
   7  9.912e-05
  10  1.072e-06
  12  4.306e-08
scheme: residual evaluations, orbital rotations, last step or |t1|
  macro, tight: 55, 8, 0.0e+00
  macro, loose (ratio 0.3): 25, 8, 0.0e+00
  simultaneous, DIIS on both: 12, 11, 4.3e-08
  simultaneous, DIIS on doubles: 19, 18, 6.6e-08
  simultaneous, no DIIS: 20, 19, 8.3e-08
largest BD energy difference of schemes = 8.2e-09 hartree
largest occupied-projector difference = 1.3e-07
no test failed
```
